**Rayleigh wave along [100] on (001) silicon: closed condition against energy diagonalization**

The program tests the condition \(P[C_{11}(C_{11}-X)-C_{12}^2]=X(C_{11}-X)\), where \(X=\rho v^2\), \(P=\sqrt{(C_{11}-X)(C_{44}-X)/(C_{11}C_{44})}\), \(C_{ij}\) are the elastic constants, \(\rho\) is the density and \(v\) is the wave speed. It asserts that the root agrees with the lowest eigenvalue of the elastic energy in a Laguerre basis over depth, and that this is the only eigenvalue below the bulk limit. For rough silicon constants both routes print 4.9261 km/s, below the limiting speed of 5.6578 km/s. Further assertions compare the decay exponents, polarizations and traction determinant with an eigenproblem built from the full elastic tensor at three values of \(X\) away from the root. The depth profile, the surface ellipse and the isotropic ratio 0.9194 are also asserted. The output then lists the sensitivity to each constant and the estimated shifts from misorientation, temperature, a native oxide, donor electrons and lattice dispersion. The largest of these printed shifts are −0.45% for a 5° miscut and −0.35% for a 100 K rise in temperature.

## Numerical check

```python
"""Rayleigh wave along [100] on the (001) face of a cubic crystal.

Result under test: X = rho v^2 of the free-surface sagittal wave solves
    P [C11 (C11 - X) - C12^2] = X (C11 - X),
    P = sqrt((C11 - X)(C44 - X) / (C11 C44)).
Axes: x1 = propagation [100], x3 = inward normal. Fields vary as
exp(i k (x1 - v t) - k q x3); z = k x3 is the dimensionless depth.
C11, C12, C44: elastic constants (GPa); rho: density (g/cm^3).
GPa/(g/cm^3) = (km/s)^2, so speeds come out in km/s.
The independent road is diagonalization of the elastic energy in a
Laguerre basis over depth, with natural (traction-free) boundary conditions.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_laguerre

N_BASIS = 40
BETA = 1.3   # basis functions: sqrt(BETA) exp(-BETA z/2) L_n(BETA z)


def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    c = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        c[i, i, i, i] = c11
    return c


def rotate(c, axes):
    """Rows of axes are the new x1, x2, x3 in crystal coordinates."""
    return np.einsum('ia,jb,kc,ld,abcd->ijkl', axes, axes, axes, axes, c,
                     optimize=True)


def energy_matrix(c):
    """Elastic energy form over depth for unit wavenumber."""
    one = np.eye(N_BASIS)
    ddz = -BETA * (np.triu(np.ones((N_BASIS, N_BASIS)), 1) + 0.5 * one)
    grad = {0: 1j * one, 2: ddz.astype(complex)}
    total = np.zeros((3 * N_BASIS, 3 * N_BASIS), complex)
    for j in grad:
        for l in grad:
            total += np.kron(c[:, j, :, l], grad[j].conj().T @ grad[l])
    return total


def secular(x, c11, c12, c44):
    """Surface-wave condition divided by C11 - X."""
    return (np.sqrt((c44 - x) / ((c11 - x) * c11 * c44))
            * (c11 * (c11 - x) - c12**2) - x)


def rayleigh_x(c11, c12, c44):
    return brentq(secular, 0.0, c44, args=(c11, c12, c44), xtol=1e-13)


def exponent_sums(x, c11, c12, c44):
    """Return q1^2 + q2^2 and q1 q2."""
    s = (c11 * (c11 - x) + c44 * (c44 - x) - (c12 + c44)**2) / (c11 * c44)
    p = np.sqrt((c11 - x) * (c44 - x) / (c11 * c44))
    return s, p


# Rough typical values for silicon near room temperature
C11, C12, C44, RHO = 166.0, 64.0, 80.0, 2.33
WAVELENGTH = 10.0   # micrometre
mat = (C11, C12, C44)
tensor = cubic_tensor(*mat)

# Closed solution
X = rayleigh_x(*mat)
v = np.sqrt(X / RHO)
S, P = exponent_sums(X, *mat)
A = C11 - X
qsum = np.sqrt(S + 2 * P)
root = np.sqrt(complex(qsum**2 - 4 * P))
q1, q2 = (qsum + root) / 2, (qsum - root) / 2
assert abs(q1.imag) > 0.01 and abs(q1 - np.conj(q2)) < 1e-12
assert 4.85 < v < 4.95

# Limiting speed: closed condition against a scan of bulk waves


def decay_margin(x):
    s, p = exponent_sums(x, *mat)
    return s + 2 * p


XL = brentq(decay_margin, X, C44)
vL = np.sqrt(XL / RHO)
theta = np.linspace(0.0, 1.3, 20001)
normal = np.stack([np.cos(theta), 0 * theta, np.sin(theta)], axis=1)
christoffel = np.einsum('ijkl,tj,tl->tik', tensor, normal, normal,
                        optimize=True)[:, ::2, ::2]
trace_speed = np.sqrt(np.linalg.eigvalsh(christoffel)[:, 0] / RHO) / np.cos(theta)
best = np.argmin(trace_speed)
assert abs(trace_speed[best] - vL) < 1e-6
assert v < vL < np.sqrt(C44 / RHO)

# Energy diagonalization: speed, and number of bound states
K = energy_matrix(tensor)
levels, vectors = eigh(K)
v_diag = np.sqrt(levels[0] / RHO)
assert abs(v_diag / v - 1) < 1e-8
assert np.sum(levels < XL * (1 - 1e-9)) == 1

# Other constants: isotropic Poisson solid, and a crystal with real exponents
for other in ((3.0, 1.0, 1.0), (200.0, 100.0, 40.0)):
    low = eigh(energy_matrix(cubic_tensor(*other)), eigvals_only=True)[0]
    assert abs(low / rayleigh_x(*other) - 1) < 1e-7
poisson_ratio = np.sqrt(rayleigh_x(3.0, 1.0, 1.0))
assert abs(poisson_ratio - np.sqrt(2 - 2 / np.sqrt(3))) < 1e-10

# Exponents, polarization and traction determinant away from the root
sag = np.ix_([0, 2], [0, 2])
for x in (30.0, 50.0, 70.0):
    T = tensor[:, 2, :, 2][sag]
    R = (tensor[:, 0, :, 2] + tensor[:, 2, :, 0])[sag]
    Q = tensor[:, 0, :, 0][sag] - x * np.eye(2)
    companion = np.block([[np.zeros((2, 2)), np.eye(2)],
                          [np.linalg.solve(T, Q), 1j * np.linalg.solve(T, R)]])
    qs, modes = np.linalg.eig(companion)
    keep = np.where(qs.real > 1e-8)[0]
    assert len(keep) == 2
    qs = qs[keep]
    U = modes[:2, keep] / modes[0, keep]
    s, p = exponent_sums(x, *mat)
    assert abs(np.sum(qs**2) - s) < 1e-9 and abs(np.prod(qs) - p) < 1e-9
    g = (C11 - x - C44 * qs**2) / (qs * (C12 + C44))
    assert np.max(abs(U[1] - 1j * g)) < 1e-8
    traction = (1j * tensor[:, 2, :, 0][sag] @ U
                - tensor[:, 2, :, 2][sag] @ (U * qs))
    closed = (1j * C44 * (qs[0] - qs[1])
              * (p * (C11 * (C11 - x) - C12**2) - (C11 - x) * x)
              / (p * (C12 + C44)))
    assert abs(np.linalg.det(traction) - closed) < 1e-7 * abs(closed)

# Depth profile, normalized to u1(0) = 1, with u3 = -i w
g1, g2 = [(A - C44 * q**2) / (q * (C12 + C44)) for q in (q1, q2)]
h1, h2 = q1 + g1, q2 + g2


def u1_profile(z):
    return ((h2 * np.exp(-q1 * z) - h1 * np.exp(-q2 * z)) / (h2 - h1)).real


def w_profile(z):
    return -((h2 * g1 * np.exp(-q1 * z) - h1 * g2 * np.exp(-q2 * z))
             / (h2 - h1)).real


ellipse = A * qsum / (A - C12 * P)
z_grid = np.linspace(0.0, 16.0, 1601)
basis = np.array([np.sqrt(BETA) * np.exp(-BETA * z_grid / 2)
                  * eval_laguerre(n, BETA * z_grid) for n in range(N_BASIS)])
field = vectors[:, 0].reshape(3, N_BASIS) @ basis
field = field / field[0, 0]
assert abs(field[2, 0] + 1j * ellipse) < 1e-6
assert np.max(abs(field[0] - u1_profile(z_grid))) < 1e-6
assert np.max(abs(field[2] + 1j * w_profile(z_grid))) < 1e-6
assert np.max(abs(field[1])) < 1e-6


def nodes(profile):
    y = profile(z_grid)
    places = np.where(y[:-1] * y[1:] < 0)[0]
    return [brentq(profile, z_grid[i], z_grid[i + 1]) for i in places]


u1_nodes, w_nodes = nodes(u1_profile), nodes(w_profile)
spacing = np.pi / abs(q1.imag)
assert len(u1_nodes) >= 2 and len(w_nodes) >= 1
assert abs(u1_nodes[1] - u1_nodes[0] - spacing) < 1e-8
to_um = WAVELENGTH / (2 * np.pi)

# Squared condition: a cubic in X, only one root of which is the wave
c0 = C11 - C12**2 / C11
cubic = (C11 * np.poly1d([-1, C44]) * np.poly1d([-1, c0])**2
         - C44 * np.poly1d([1, 0, 0]) * np.poly1d([-1, C11]))
cubic_roots = cubic.roots
assert np.min(abs(cubic_roots - X)) < 1e-7
inside = [r for r in cubic_roots if abs(r.imag) < 1e-8 and 0 < r.real < XL]
assert len(inside) == 1

# Logarithmic sensitivity of the speed to each elastic constant
sensitivity = []
for i in range(3):
    up, down = list(mat), list(mat)
    up[i] *= 1 + 1e-4
    down[i] *= 1 - 1e-4
    sensitivity.append(0.5 * np.log(rayleigh_x(*up) / rayleigh_x(*down)) / 2e-4)
assert abs(sum(sensitivity) - 0.5) < 1e-6

# Misorientation, from the rotated tensor


def turned_change(degrees, kind):
    c, s = np.cos(np.radians(degrees)), np.sin(np.radians(degrees))
    if kind == 'azimuth':
        axes = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1.0]])
    else:
        axes = np.array([[c, 0, -s], [0, 1.0, 0], [s, 0, c]])
    low = eigh(energy_matrix(rotate(tensor, axes)), eigvals_only=True)[0]
    return np.sqrt(low / levels[0]) - 1


turn = {(kind, d): turned_change(d, kind)
        for kind in ('azimuth', 'miscut') for d in (1, 2, 5)}
for kind in ('azimuth', 'miscut'):
    assert abs(turn[kind, 2] / turn[kind, 1] - 4) < 0.2   # even in the angle

# Temperature: rough common relative slope of the elastic constants
SLOPE, DELTA_T = -7e-5, 100.0
warm = [c * (1 + SLOPE * DELTA_T) for c in mat]
temperature_change = np.sqrt(rayleigh_x(*warm) / X) - 1

# Native oxide as a membrane with mass (rough film values)
FILM_NM, FILM_RHO, FILM_E, FILM_NU = 2.0, 2.2, 70.0, 0.17
plate = FILM_E / (1 - FILM_NU**2)
kh = 2 * np.pi * FILM_NM * 1e-3 / WAVELENGTH
surface = BETA * np.ones((N_BASIS, N_BASIS))
K_film = K + kh * plate * np.kron(np.diag([1.0, 0, 0]), surface)
M_film = (np.eye(3 * N_BASIS)
          + kh * FILM_RHO / RHO * np.kron(np.eye(3), surface))
film_change = np.sqrt(eigh(K_film, M_film, eigvals_only=True)[0] / levels[0]) - 1
zf = np.linspace(0.0, 50.0, 50001)
norm = trapezoid(u1_profile(zf)**2 + w_profile(zf)**2, x=zf)
film_first = (kh * (plate - FILM_RHO * v**2 * (1 + ellipse**2))
              / (2 * X * norm))
assert abs(film_change / film_first - 1) < 0.02

# Donor electrons moving between the three valley pairs (Boltzmann statistics)
DONORS, XI, TEMP = 1e18, 9.0, 300.0   # cm^-3, eV, K
kT = constants.k * TEMP / constants.e
scale = DONORS * 1e6 * XI**2 / kT * constants.e / 1e9   # GPa


def valley_energy(a, b):
    return -np.log(np.mean(np.exp([-a, -b, 0.0])))


t = 1e-3
second = (valley_energy(t, 0) - 2 * valley_energy(0, 0)
          + valley_energy(-t, 0)) / t**2
mixed = (valley_energy(t, t) - valley_energy(t, -t)
         - valley_energy(-t, t) + valley_energy(-t, -t)) / (4 * t**2)
assert abs(second + 2 / 9) < 1e-5 and abs(mixed - 1 / 9) < 1e-5
dC11, dC12 = -2 / 9 * scale, scale / 9
doping_change = np.sqrt(rayleigh_x(C11 + dC11, C12 + dC12, C44) / X) - 1

# Lattice dispersion of a chain with the rough cubic cell length as spacing
CELL_NM = 0.54
half_phase = np.pi * CELL_NM * 1e-3 / WAVELENGTH
lattice_change = np.sin(half_phase) / half_phase - 1

print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"density = {RHO:.2f} g/cm^3; wavelength = {WAVELENGTH:.0f} um")
print(f"X = rho v^2 = {X:.3f} GPa; A = C11 - X = {A:.3f} GPa")
print(f"Rayleigh speed, closed condition = {v:.4f} km/s")
print(f"Rayleigh speed, diagonalization = {v_diag:.4f} km/s")
print(f"relative difference of the two = {abs(v_diag / v - 1):.1e}")
print(f"frequency = {v / WAVELENGTH * 1e3:.1f} MHz")
print(f"bulk shear speed along [100] = {np.sqrt(C44 / RHO):.4f} km/s")
print(f"limiting X_L = {XL:.3f} GPa; limiting speed = {vL:.4f} km/s")
print(f"bulk wave at the limit: {np.degrees(theta[best]):.1f} deg from surface")
print(f"q1^2 + q2^2 = {S:.4f}; P = q1 q2 = {P:.4f}; q1 + q2 = {qsum:.4f}")
print(f"q = {q1.real:.4f} +/- {abs(q1.imag):.4f} i")
print(f"amplitude decay depth 1/(k Re q) = {to_um / q1.real:.3f} um")
print(f"surface ratio |u3/u1| = {ellipse:.4f}")
print(f"first node of u1 at {u1_nodes[0] * to_um:.3f} um")
print(f"first node of u3 at {w_nodes[0] * to_um:.3f} um")
print(f"node spacing = {spacing * to_um:.3f} um")
print("roots X of the squared cubic (GPa): "
      + "; ".join(f"{r.real:.3f}{r.imag:+.3f}i" for r in cubic_roots))
print(f"Poisson solid: v/v_T = {poisson_ratio:.4f}")
for name, value in zip(("C11", "C12", "C44"), sensitivity):
    print(f"d ln v / d ln {name} = {value:+.4f}")
print("Relative speed changes from neglected effects:")
for kind in ('azimuth', 'miscut'):
    for d in (1, 5):
        print(f"  {kind} {d} deg: {100 * turn[kind, d]:+.4f} %")
print(f"  slope of constants {SLOPE:.0e} per K, rise {DELTA_T:.0f} K: "
      f"{100 * temperature_change:+.3f} %")
print(f"  oxide inputs: {FILM_NM:.0f} nm, {FILM_RHO:.1f} g/cm^3, "
      f"E = {FILM_E:.0f} GPa, nu = {FILM_NU:.2f}")
print(f"  oxide, diagonalization: {100 * film_change:+.4f} %")
print(f"  oxide, first order: {100 * film_first:+.4f} %")
print(f"  donors {DONORS:.0e} cm^-3, Xi = {XI:.0f} eV, T = {TEMP:.0f} K")
print(f"  donor dC11 = {dC11:+.3f} GPa; dC12 = {dC12:+.3f} GPa")
print(f"  donor electrons: {100 * doping_change:+.4f} %")
print(f"  lattice dispersion, cell {CELL_NM:.2f} nm: "
      f"{100 * lattice_change:+.1e} %")
print("no test failed")
```

It prints:

```
C11, C12, C44 = 166, 64, 80 GPa
density = 2.33 g/cm^3; wavelength = 10 um
X = rho v^2 = 56.541 GPa; A = C11 - X = 109.459 GPa
Rayleigh speed, closed condition = 4.9261 km/s
Rayleigh speed, diagonalization = 4.9261 km/s
relative difference of the two = 8.4e-15
frequency = 492.6 MHz
bulk shear speed along [100] = 5.8596 km/s
limiting X_L = 74.585 GPa; limiting speed = 5.6578 km/s
bulk wave at the limit: 23.7 deg from surface
q1^2 + q2^2 = -0.0519; P = q1 q2 = 0.4397; q1 + q2 = 0.9097
q = 0.4549 +/- 0.4825 i
amplitude decay depth 1/(k Re q) = 3.499 um
surface ratio |u3/u1| = 1.2246
first node of u1 at 1.847 um
first node of u3 at 8.515 um
node spacing = 10.362 um
roots X of the squared cubic (GPa): 316.923+0.000i; 172.118+0.000i; 56.541+0.000i
Poisson solid: v/v_T = 0.9194
d ln v / d ln C11 = +0.3808
d ln v / d ln C12 = -0.1113
d ln v / d ln C44 = +0.2305
Relative speed changes from neglected effects:
  azimuth 1 deg: +0.0029 %
  azimuth 5 deg: +0.0722 %
  miscut 1 deg: -0.0186 %
  miscut 5 deg: -0.4485 %
  slope of constants -7e-05 per K, rise 100 K: -0.351 %
  oxide inputs: 2 nm, 2.2 g/cm^3, E = 70 GPa, nu = 0.17
  oxide, diagonalization: -0.0158 %
  oxide, first order: -0.0158 %
  donors 1e+18 cm^-3, Xi = 9 eV, T = 300 K
  donor dC11 = -0.112 GPa; dC12 = +0.056 GPa
  donor electrons: -0.0353 %
  lattice dispersion, cell 0.54 nm: -4.8e-07 %
no test failed
```
